**In-plane subband mass of a finite well with a different barrier mass**

For energy-independent layer masses, the inverse in-plane mass at zero wavevector is P_w/m_w + P_b/m_b. Here m_w and m_b are the well and barrier masses, and P_w and P_b are the probabilities of finding the bound electron in each material. The program asserts this for both bound subbands, comparing the average with slopes of energies from interface matching and from a finite-difference Hamiltonian. It also asserts the closed formula for P_b, the two-wavevector identity, the next order in k², the thin-well and wide-well limits, and a case with diagonal anisotropic masses. For a 6 nm well with masses 0.07 and 0.09 m0 and a 0.25 eV barrier, the output gives in-plane masses of 0.0714 and 0.0784 m0 for the two subbands. A separate assertion covers the corrected formula for energy-dependent masses. In the two-band estimate this correction raises the ground-subband mass by 5.4 %, more than the 2.1 % caused by barrier penetration.

## Verification by program

```python
# Result under test: for a finite well whose barrier has another mass, the
# inverse in-plane subband mass at k = 0 is  P_well/m_well + P_barrier/m_barrier.
# Symbols: C = hbar^2/(2 m0) in eV nm^2; w = m0/m is an inverse mass;
# x = C k^2 (eV) measures the in-plane wavevector k, so that dE/dx = m0/m_parallel;
# q, kappa = wave number in the well and decay constant in the barrier (1/nm);
# a = half width of the well (nm). Energies are counted from the well bottom.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
M_WELL, M_BARRIER = 0.07, 0.09
W_WELL, W_BARRIER = 1 / M_WELL, 1 / M_BARRIER
DEPTH, WIDTH, TEMPERATURE = 0.25, 6.0, 300.0
GAP_WELL, GAP_BARRIER = 1.5, 1.9
GAP_DROP = 0.1
SHEET_DENSITY_CM2, PERMITTIVITY, SPACER = 5e11, 13.0, 10.0
KT = const.k * TEMPERATURE / const.e


# A mass law returns (z inverse masses), (in-plane inverse masses),
# each as a pair (well, barrier), at the energy E.
def parabolic(E):
    return (W_WELL, W_BARRIER), (W_WELL, W_BARRIER)


def anisotropic(E):
    return (W_WELL, W_BARRIER), (1 / 0.2, 1 / 0.4)


def two_band(drop=0.0):
    def law(E):
        pair = (W_WELL * GAP_WELL / (E + GAP_WELL - drop),
                W_BARRIER * GAP_BARRIER / (E - DEPTH + GAP_BARRIER - drop))
        return pair, pair
    return law


def solve_level(x, parity, width=WIDTH, law=parabolic):
    """Lowest level of given parity (+1 or -1) from interface matching."""
    a = width / 2

    def wave_numbers(E):
        (zw, zb), (pw, pb) = law(E)
        q = np.sqrt(max((E - x * pw) / (C * zw), 0.0))
        kappa = np.sqrt(max((DEPTH + x * pb - E) / (C * zb), 0.0))
        return q, kappa

    def mismatch(E):
        (zw, zb), _ = law(E)
        q, kappa = wave_numbers(E)
        if parity > 0:
            return zw * q * np.sin(q * a) - zb * kappa * np.cos(q * a)
        return zw * q * np.cos(q * a) + zb * kappa * np.sin(q * a)

    low = x * law(0.0)[1][0] + 1e-6
    high = DEPTH + x * law(DEPTH)[1][1]
    if parity > 0:
        (zw, _), (pw, _) = law(0.0)
        high = min(high, x * pw + C * zw * (np.pi / (2 * a))**2)
    E = brentq(mismatch, low, high, xtol=1e-15, rtol=1e-14)
    return (E,) + wave_numbers(E)


def envelope(level, parity, width=WIDTH):
    """Unnormalized envelope function on the half axis z > 0."""
    _, q, kappa = level
    a = width / 2
    inner = np.cos if parity > 0 else np.sin
    return lambda z: (inner(q * z) if z <= a
                      else inner(q * a) * np.exp(-kappa * (z - a)))


def layer_integrals(f, g, width=WIDTH):
    a = width / 2
    inside = quad(lambda z: f(z) * g(z), 0, a, epsabs=1e-13, epsrel=1e-11)[0]
    outside = quad(lambda s: f(a + s) * g(a + s), 0, np.inf,
                   epsabs=1e-12, epsrel=1e-10)[0]
    return inside, outside


def barrier_probability(level, parity, width=WIDTH):
    """Barrier probability by quadrature of the envelope."""
    f = envelope(level, parity, width)
    inside, outside = layer_integrals(f, f, width)
    return outside / (inside + outside)


def closed_probability(level, parity, width=WIDTH):
    """Barrier probability from the closed formula."""
    _, q, kappa = level
    a = width / 2
    inside = a + parity * np.sin(2 * q * a) / (2 * q)
    outside = (1 + parity * np.cos(2 * q * a)) / (2 * kappa)
    return outside / (inside + outside)


def average(p_barrier, pair=(W_WELL, W_BARRIER)):
    return (1 - p_barrier) * pair[0] + p_barrier * pair[1]


def dispersion_slope(x, parity, width=WIDTH, law=parabolic, dx=1e-5):
    """dE/dx from matched energies; E is a smooth function of x = C k^2.

    The truncation error grows as dx^2 and is largest for two-band masses.
    """
    up = solve_level(x + dx, parity, width, law)[0]
    down = solve_level(x - dx, parity, width, law)[0]
    return (up - down) / (2 * dx)


def grid_hamiltonian(k, centres=(0.0,), bend=None, step=0.02, half_box=25.0):
    """Finite-difference H(k): diagonal, off-diagonal, nodal inverse mass."""
    count = int(round(half_box / step))
    z = np.arange(-count, count + 1) * step
    mid = np.append(z - step / 2, z[-1] + step / 2)

    def well_share(points):
        return sum(np.clip((WIDTH / 2 - abs(points - c)) / step + 0.5, 0, 1)
                   for c in centres)

    share, share_mid = well_share(z), well_share(mid)
    w_node = W_BARRIER + share * (W_WELL - W_BARRIER)
    w_mid = W_BARRIER + share_mid * (W_WELL - W_BARRIER)
    diagonal = (C * (w_mid[:-1] + w_mid[1:]) / step**2
                + DEPTH * (1 - share) + C * k**2 * w_node)
    if bend is not None:
        diagonal = diagonal + bend(z)
    return diagonal, -C * w_mid[1:-1] / step**2, w_node


def grid_energy(k, index, **options):
    diagonal, off, _ = grid_hamiltonian(k, **options)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True, select='i',
                            select_range=(index, index))[0]


def grid_inverse_mass(index, k=0.05, **options):
    rise = grid_energy(k, index, **options) - grid_energy(0.0, index, **options)
    return rise / (C * k**2)


# --- both bound subbands: theorem against two independent dispersions
results = []
for index, parity in enumerate((1, -1)):
    level = solve_level(0.0, parity)
    p_bar = barrier_probability(level, parity)
    w_average = average(p_bar)
    w_matching = dispersion_slope(0.0, parity)
    w_grid = grid_inverse_mass(index)
    assert abs(closed_probability(level, parity) - p_bar) < 1e-8
    assert abs(grid_energy(0.0, index) - level[0]) < 3e-5
    assert abs(w_matching / w_average - 1) < 1e-6
    # grid spacing and finite k limit this comparison
    assert abs(w_grid / w_average - 1) < 2e-4
    results.append((level, p_bar, w_average, w_matching, w_grid))
(ground, p1, w1, w1_matching, w1_grid), (upper, p2, w2, _, w2_grid) = results
mean_of_masses = (1 - p1) * M_WELL + p1 * M_BARRIER
assert abs(mean_of_masses * w1_grid - 1) > 1e-3  # averaging masses fails

# --- diagonal anisotropic masses: the in-plane inverse masses are averaged
w_aniso = dispersion_slope(0.0, 1, law=anisotropic)
assert abs(w_aniso / average(p1, anisotropic(0.0)[1]) - 1) < 1e-6

# --- exact two-state identity, local slope and tangent bound at finite k
k_test = 0.5
x_test = C * k_test**2
moved = solve_level(x_test, 1)
overlap_in, overlap_out = layer_integrals(envelope(ground, 1), envelope(moved, 1))
identity_left = (moved[0] - ground[0]) * (overlap_in + overlap_out)
identity_right = x_test * (W_WELL * overlap_in + W_BARRIER * overlap_out)
assert abs(identity_left / identity_right - 1) < 1e-7
p_moved = barrier_probability(moved, 1)
assert abs(dispersion_slope(x_test, 1) / average(p_moved) - 1) < 1e-6
tangent_gap = ground[0] + x_test * w1 - moved[0]
assert tangent_gap > 1e-6

# --- implicit derivative of the matching condition gives the same weights
E, V, x, ww, wb, a, z, p = sp.symbols('E V x ww wb a z p', positive=True)
q_sym = sp.sqrt((E - x * ww) / ww)
kappa_sym = sp.sqrt((V + x * wb - E) / wb)
point = {E: sp.Rational(7, 10), V: sp.Rational(13, 10), ww: sp.Rational(17, 10),
         wb: sp.Rational(3, 5), a: sp.Rational(11, 10)}
for inner, condition in (
        (sp.cos, ww * q_sym * sp.tan(q_sym * a) - wb * kappa_sym),
        (sp.sin, ww * q_sym * sp.cot(q_sym * a) + wb * kappa_sym)):
    slope = (-sp.diff(condition, x) / sp.diff(condition, E)).subs(x, 0)
    inside = sp.integrate(inner(p * z)**2, (z, 0, a)).subs(p, q_sym.subs(x, 0))
    outside = (inner(q_sym * a)**2 / (2 * kappa_sym)).subs(x, 0)
    expected = (ww * inside + wb * outside) / (inside + outside)
    assert abs(sp.N((slope - expected).subs(point), 30)) < 1e-20

# --- next order in k^2: sum over states against the matched dispersion
dx = 1e-3
curvature = -(solve_level(dx, 1)[0] + solve_level(-dx, 1)[0]
              - 2 * ground[0]) / (2 * dx**2)
diagonal, off, w_node = grid_hamiltonian(0.0, step=0.05)
energies, states = eigh_tridiagonal(diagonal, off)
couplings = states[:, 1:].T @ (w_node * states[:, 0])
curvature_sum = np.sum(couplings**2 / (energies[1:] - energies[0]))
assert abs(curvature_sum / curvature - 1) < 1e-2  # coarse grid

# --- limits of very thin and very wide wells
for width, limit in ((0.1, W_BARRIER), (60.0, W_WELL)):
    level = solve_level(0.0, 1, width)
    assert abs(average(closed_probability(level, 1, width)) / limit - 1) < 5e-3
    assert abs(dispersion_slope(0.0, 1, width, dx=1e-6) / limit - 1) < 5e-3

# --- energy-dependent masses: average divided by 1 + Q
law = two_band()
nonpar = solve_level(0.0, 1, law=law)
f = envelope(nonpar, 1)
inside, outside = layer_integrals(f, f)
pair = law(nonpar[0])[0]
slope_in = quad(lambda s: (nonpar[1] * np.sin(nonpar[1] * s))**2, 0, WIDTH / 2)[0]
slope_out = nonpar[2]**2 * outside
Q = C * (pair[0] * slope_in / (nonpar[0] + GAP_WELL)
         + pair[1] * slope_out / (nonpar[0] - DEPTH + GAP_BARRIER))
Q /= inside + outside
w_energy_average = average(outside / (inside + outside), pair)
w_nonpar = dispersion_slope(0.0, 1, law=law)
w_nonpar_coarse = dispersion_slope(0.0, 1, law=law, dx=1e-4)
error_fine = abs(w_energy_average / (1 + Q) / w_nonpar - 1)
error_coarse = abs(w_energy_average / (1 + Q) / w_nonpar_coarse - 1)
assert error_fine < 1e-6
assert abs(w_energy_average / w_nonpar - 1) > 1e-3  # plain average fails here
x_thermal = KT / w1
w_nonpar_thermal = dispersion_slope(x_thermal, 1, law=law)
w_thermal = dispersion_slope(x_thermal, 1)
w_drop = dispersion_slope(0.0, 1, law=two_band(GAP_DROP))

# --- band bending: uniform charge in the well, donors beyond both spacers
density = SHEET_DENSITY_CM2 * 1e-14
field = (const.e * density * 1e18
         / (2 * const.epsilon_0 * PERMITTIVITY)) * 1e-9  # V/nm


def bend(z):
    half = WIDTH / 2
    distance = np.minimum(abs(z), half + SPACER)
    return np.where(distance < half, -field * distance**2 / (2 * half),
                    -field * half / 2 - field * (distance - half))


w_bent = grid_inverse_mass(0, bend=bend)
fermi_energy = 2 * np.pi * C * w1 * density
second_ratio = w1 / w2 * np.exp(-(upper[0] - ground[0]) / KT)
escape_factor = np.exp(-(DEPTH - ground[0]) / KT)
pair_centres = (-(WIDTH + SPACER) / 2, (WIDTH + SPACER) / 2)
splitting = (grid_energy(0.0, 1, centres=pair_centres)
             - grid_energy(0.0, 0, centres=pair_centres))


def mass_change(w_new, w_old):
    return 100 * (w_old / w_new - 1)


print(f"hbar^2/(2 m0) = {C:.6f} eV nm^2")
print(f"well mass = {M_WELL:.3f} m0, barrier mass = {M_BARRIER:.3f} m0")
print(f"depth = {DEPTH:.3f} eV, width = {WIDTH:.1f} nm, T = {TEMPERATURE:.0f} K")
for name, (lev, pb, w, _, wg) in zip(("subband 1", "subband 2"), results):
    print(f"{name}: energy = {lev[0]:.5f} eV")
    print(f"{name}: q = {lev[1]:.5f} 1/nm, kappa = {lev[2]:.5f} 1/nm")
    print(f"{name}: P_well = {1 - pb:.5f}, P_barrier = {pb:.5f}")
    print(f"{name}: average inverse mass = {w:.5f} 1/m0")
    print(f"{name}: inverse mass from grid E(k) = {wg:.5f} 1/m0")
    print(f"{name}: in-plane mass = {1 / w:.5f} m0")
print(f"subband 1: inverse mass from matched E(k) = {w1_matching:.5f} 1/m0")
print(f"subband 1: average of masses (wrong rule) = {mean_of_masses:.5f} m0")
print(f"subband 1 mass above well mass by {mass_change(w1, W_WELL):.2f} %")
print(f"subband 2 mass above well mass by {mass_change(w2, W_WELL):.2f} %")
for width in (1.0, 2.0, 4.0, 8.0):
    lev = solve_level(0.0, 1, width)
    pb = closed_probability(lev, 1, width)
    print(f"width {width:.0f} nm: P_barrier = {pb:.4f}, mass = {1 / average(pb):.5f} m0")
print(f"test wavevector = {k_test:.2f} 1/nm")
print(f"E(k) below tangent parabola there = {1000 * tangent_gap:.4f} meV")
print(f"P_barrier at that k = {p_moved:.5f}")
print(f"coefficient of -x^2: matching = {curvature:.4f} 1/(m0^2 eV)")
print(f"coefficient of -x^2: state sum = {curvature_sum:.4f} 1/(m0^2 eV)")
print(f"thermal energy kT = {1000 * KT:.2f} meV")
print(f"constant masses, x*w = kT: mass change = {mass_change(w_thermal, w1):.3f} %")
print(f"two-band gaps: well {GAP_WELL:.2f} eV, barrier {GAP_BARRIER:.2f} eV")
print(f"two-band energy = {nonpar[0]:.5f} eV, Q = {Q:.5f}")
print(f"two-band <1/m(E)> = {w_energy_average:.5f} 1/m0")
print(f"two-band in-plane mass = {1 / w_nonpar:.5f} m0")
print(f"two-band formula, relative error at step 1e-4 eV = {error_coarse:.1e}")
print(f"two-band formula, relative error at step 1e-5 eV = {error_fine:.1e}")
print(f"two-band change of mass at k=0 = {mass_change(w_nonpar, w1):.2f} %")
print(f"two-band further change at kT = {mass_change(w_nonpar_thermal, w_nonpar):.2f} %")
print(f"both gaps lower by {GAP_DROP:.2f} eV: change = {mass_change(w_drop, w_nonpar):.2f} %")
print(f"sheet density = {SHEET_DENSITY_CM2:.1e} cm^-2, permittivity = {PERMITTIVITY:.1f}")
print(f"field at well edge = {field * 10:.4f} MV/cm, spacer = {SPACER:.0f} nm")
print(f"band bending: change of mass = {mass_change(w_bent, w1_grid):.3f} %")
print(f"zero-temperature Fermi energy = {1000 * fermi_energy:.2f} meV")
print(f"Boltzmann ratio n2/n1 = {second_ratio:.2e}")
print(f"Boltzmann factor to barrier edge = {escape_factor:.2e}")
print(f"tunnel splitting, {SPACER:.0f} nm barrier = {1000 * splitting:.4f} meV")
print("all good")
```

It prints:

```
hbar^2/(2 m0) = 0.038100 eV nm^2
well mass = 0.070 m0, barrier mass = 0.090 m0
depth = 0.250 eV, width = 6.0 nm, T = 300 K
subband 1: energy = 0.06056 eV
subband 1: q = 0.33357 1/nm, kappa = 0.66895 1/nm
subband 1: P_well = 0.90924, P_barrier = 0.09076
subband 1: average inverse mass = 13.99758 1/m0
subband 1: inverse mass from grid E(k) = 13.99739 1/m0
subband 1: in-plane mass = 0.07144 m0
subband 2: energy = 0.21780 eV
subband 2: q = 0.63258 1/nm, kappa = 0.27580 1/nm
subband 2: P_well = 0.51700, P_barrier = 0.48300
subband 2: average inverse mass = 12.75239 1/m0
subband 2: inverse mass from grid E(k) = 12.75128 1/m0
subband 2: in-plane mass = 0.07842 m0
subband 1: inverse mass from matched E(k) = 13.99758 1/m0
subband 1: average of masses (wrong rule) = 0.07182 m0
subband 1 mass above well mass by 2.06 %
subband 2 mass above well mass by 12.02 %
width 1 nm: P_barrier = 0.7767, mass = 0.08460 m0
width 2 nm: P_barrier = 0.4752, mass = 0.07826 m0
width 4 nm: P_barrier = 0.1883, mass = 0.07306 m0
width 8 nm: P_barrier = 0.0504, mass = 0.07079 m0
test wavevector = 0.50 1/nm
E(k) below tangent parabola there = 0.1746 meV
P_barrier at that k = 0.10277
coefficient of -x^2: matching = 1.7841 1/(m0^2 eV)
coefficient of -x^2: state sum = 1.7840 1/(m0^2 eV)
thermal energy kT = 25.85 meV
constant masses, x*w = kT: mass change = 0.048 %
two-band gaps: well 1.50 eV, barrier 1.90 eV
two-band energy = 0.06147 eV, Q = 0.02414
two-band <1/m(E)> = 13.59939 1/m0
two-band in-plane mass = 0.07531 m0
two-band formula, relative error at step 1e-4 eV = 1.4e-06
two-band formula, relative error at step 1e-5 eV = 1.4e-08
two-band change of mass at k=0 = 5.41 %
two-band further change at kT = 3.00 %
both gaps lower by 0.10 eV: change = -5.94 %
sheet density = 5.0e+11 cm^-2, permittivity = 13.0
field at well edge = 0.0348 MV/cm, spacer = 10 nm
band bending: change of mass = 0.084 %
zero-temperature Fermi energy = 16.75 meV
Boltzmann ratio n2/n1 = 2.51e-03
Boltzmann factor to barrier edge = 6.57e-04
tunnel splitting, 10 nm barrier = 0.0856 meV
all good
```
